# Selective reflection of a cholesteric film near 500 nm

## Problem

A nematic host is doped with a chiral compound of helical twisting power $\beta=30\ \mu\mathrm{m}^{-1}$ at a fraction $c=0.10$. The mean refractive index is $n=1.5$. Where is the reflection band at normal incidence, how wide is it, and how much light does a film reflect there?

The three given numbers turn out to fix only the position of the band. For its width and strength, take also a birefringence $\Delta n=n_e-n_o=0.10$ and a film thickness $L=5000$ nm. With $n=(n_o+n_e)/2$, the two principal indices are $n_o=1.45$ and $n_e=1.55$.

The assumptions are:

- The dopant is a single enantiomer, dilute enough for the inverse pitch to be proportional to $c$.
- The director rotates uniformly about the film normal $z$ as a right-handed helix, $(\cos qz,\sin qz,0)$ with $q=2\pi/p>0$.
- The film does not absorb, and it lies between media of index $n$.

## First estimate by scaling

The twisting power is defined by $1/p=\beta c$, so the pitch is

$$p=\frac{1}{\beta c}=\frac{1}{30\times0.10}\ \mu\mathrm{m}=333.3\ \mathrm{nm}.$$

The director and its reverse are optically equivalent, so the optical period is $p/2=166.7$ nm. Waves reflected from successive periods add in phase when the round trip through one period, of optical length $2n(p/2)$, equals one wavelength:

$$\lambda_0=np=1.5\times333.3\ \mathrm{nm}=500\ \mathrm{nm}.$$

The contrast that causes the reflection is $\Delta n/n=0.067$. The relative width of the band should be of this order, which gives about $0.067\times500\approx33$ nm. Each period should reflect an amplitude of the same order, so about $n/\Delta n=15$ periods, or 2500 nm, are needed for strong reflection. The film has 30 periods and should reflect strongly. Scaling does not supply the numerical factors, and it does not say which polarisation is reflected.

## Solution of the wave equation

### Circular components

Fields vary as $e^{-i\omega t}$, and $k_0=\omega/c_\ell=2\pi/\lambda$, where $c_\ell$ is the speed of light. In atomic units the photon energy is simply $\omega$. At normal incidence the fields depend on $z$ alone and lie in the $xy$ plane, so Maxwell's equations reduce to $\mathbf E''=-k_0^2\,\varepsilon(z)\mathbf E$. Rotating the principal axes by the angle $qz$ gives

$$\varepsilon(z)=\bar\varepsilon\begin{pmatrix}1&0\\0&1\end{pmatrix}+\varepsilon_a\begin{pmatrix}\cos2qz&\sin2qz\\ \sin2qz&-\cos2qz\end{pmatrix},$$

$$\bar\varepsilon=\frac{n_e^2+n_o^2}{2},\qquad \varepsilon_a=\frac{n_e^2-n_o^2}{2}=n\,\Delta n.$$

Let $F_\pm=E_x\pm iE_y$. In the combination $(\varepsilon\mathbf E)_x+i(\varepsilon\mathbf E)_y$, the factor of $\varepsilon_aE_x$ is $\cos2qz+i\sin2qz=e^{2iqz}$. The factor of $\varepsilon_aE_y$ is $\sin2qz-i\cos2qz=-ie^{2iqz}$. Together they give $\varepsilon_ae^{2iqz}F_-$. The other combination follows by reversing the sign of $i$ in these factors. With $\kappa^2=k_0^2\bar\varepsilon$ and $g=k_0^2\varepsilon_a$,

$$F_+''=-\kappa^2F_+-g\,e^{2iqz}F_-,\qquad F_-''=-\kappa^2F_--g\,e^{-2iqz}F_+.$$

### Exact modes and band edges

The phase factors cancel if

$$F_+=A\,e^{i(K+q)z},\qquad F_-=B\,e^{i(K-q)z}.$$

Substitution leaves two algebraic equations,

$$[(K+q)^2-\kappa^2]A=gB,\qquad [(K-q)^2-\kappa^2]B=gA.$$

A nonzero solution requires the product of the two brackets to equal $g^2$. Since $(K+q)^2(K-q)^2=(K^2-q^2)^2$ and $(K+q)^2+(K-q)^2=2K^2+2q^2$, this condition is

$$(K^2-q^2)^2-2\kappa^2(K^2+q^2)+\kappa^4=g^2.$$

Collecting powers of $K^2$,

$$K^4-2(\kappa^2+q^2)K^2+(\kappa^2-q^2)^2-g^2=0,$$

$$K^2=\kappa^2+q^2\pm\sqrt{4\kappa^2q^2+g^2}.$$

Both values of $K^2$ are real, and their sum is positive. Their product is the constant term of the quadratic:

$$(\kappa^2-q^2)^2-g^2=(\kappa^2+g-q^2)(\kappa^2-g-q^2)=(k_0^2n_e^2-q^2)(k_0^2n_o^2-q^2).$$

When this product is negative, one $K^2$ is negative and the corresponding pair of modes is evanescent. That happens for $k_0n_o<q<k_0n_e$, or

$$n_op<\lambda<n_ep.$$

For an ideal helix with fixed indices this result holds without approximation in $\Delta n$. The midpoint of the band is $np$ and its width is $p\,\Delta n$. There is no second interval with a negative product, hence no second-order stop band at normal incidence.

For the example the edges are $1.45\times333.33=483.3$ nm and $1.55\times333.33=516.7$ nm. The width is 33.3 nm, and the centre at 500 nm corresponds to a photon energy of 2.48 eV.

### Reflection from a finite film

Near the band, write the resonant pair as slowly varying amplitudes on a forward and a backward wave:

$$F_+=a(z)e^{iqz},\qquad F_-=b(z)e^{-iqz}.$$

The wave equations become

$$a''+2iqa'-q^2a=-\kappa^2a-gb,\qquad b''-2iqb'-q^2b=-\kappa^2b-ga.$$

The amplitudes change little over one pitch when $\Delta n/n$ is small, so $a''$ and $b''$ are dropped. Dividing by $\pm2iq$ gives

$$a'=i\delta a+iCb,\qquad b'=-i\delta b-iCa,$$

$$\delta=\frac{\kappa^2-q^2}{2q},\qquad C=\frac{g}{2q}.$$

Differentiating the second equation and inserting both first derivatives,

$$b''=-i\delta(-i\delta b-iCa)-iC(i\delta a+iCb)=(C^2-\delta^2)b\equiv s^2b,$$

because the two terms in $a$ cancel. No wave enters from behind, so $b(L)=0$ and $b=b_0\sinh s(L-z)$. The equation for $b'$ then gives $a=i(b'+i\delta b)/C$. At the front face,

$$\frac{b(0)}{a(0)}=\frac{iC\sinh sL}{s\cosh sL-i\delta\sinh sL}.$$

For real $s$, inside the band, the reflectance is

$$R=\frac{C^2\sinh^2sL}{s^2\cosh^2sL+\delta^2\sinh^2sL}.$$

At $\lambda_0=np$ we have $k_0=q/n$, and therefore

$$C=\frac{q^2}{n^2}\,\frac{n\Delta n}{2q}=\frac{q\,\Delta n}{2n}=\frac{\pi\Delta n}{\lambda_0}.$$

Since $\bar\varepsilon=n^2+\Delta n^2/4$, the detuning there is $\delta=q\Delta n^2/(8n^2)$. The ratio $\delta/C=\Delta n/(4n)=0.017$ enters $R$ as its square and can be neglected. Then $s\approx C$ and

$$R\approx\tanh^2\!\left(\frac{\pi\Delta n\,L}{\lambda_0}\right).$$

The amplitude decay length is $1/C=500/(0.10\,\pi)\approx1592$ nm. With $CL=5000/1591.5=3.14$, the film reflects $R\approx0.993$ of the resonant polarisation.

Two limits show how the thickness acts. For $CL\ll1$ and near the centre, where $|\delta|L\ll1$, $R\approx(CL)^2$, because the amplitudes from all periods add in phase. At a band edge $|\delta|=C$ and $s\to0$, so $R=(CL)^2/[1+(CL)^2]$. This is about 0.9 here, which means that the edge of the stop band is not a sharp edge in the reflectance of a finite film.

### Which polarisation is reflected

The incident wave $a$ has $F_-=0$, so $E_y=-iE_x$. Its real field is proportional to $(\cos\phi,\sin\phi)$ with $\phi=qz-\omega t$. At a fixed time this is a right-handed helix in space, like the director. The reflected wave $b$ has $F_+=0$, so $E_y=iE_x$, and its real field is $(\cos\phi',\sin\phi')$ with $\phi'=qz+\omega t$. This is again a right-handed helix: the reflection keeps the handedness.

A forward wave of the opposite handedness has $F_-\propto e^{iqz}$. The coupling turns this into a source $e^{3iqz}$ for $F_+$, which matches neither free wave $e^{\pm iqz}$, so no reflection builds up. Unpolarised light is half of each handedness, and an ideal thick film reflects half of it.

## Comparison

The scaling estimate gives the centre and the width of the stop band correctly for this model. The reflection peak of the 5000 nm film is wider than the stop band: the resonant reflectance falls to half its central value at about 479.5 and 520.9 nm, a width of 41 nm. Its length for strong reflection, 2500 nm, is longer than the decay length 1592 nm by the factor $\pi/2$ that scaling could not supply.

The slow-amplitude formula can be compared with a numerical solution of Maxwell's equations in which the helix is cut into thin uniform slices, 200 per half pitch. At 500 nm, for the resonant handedness:

| Thickness in pitches | $R$, sliced helix | $\tanh^2CL$ |
|---:|---:|---:|
| 3 | 0.310 | 0.310 |
| 5 | 0.609 | 0.610 |
| 10 | 0.941 | 0.941 |
| 15 | 0.992 | 0.993 |

The sliced helix puts the edges at 483.334 and 516.666 nm, within 0.001 nm of the formula. Away from the centre the slow-amplitude formula is less accurate: between 475 and 525 nm its largest absolute error in $R$ is 0.056. The neglected terms are of relative order $\Delta n/n=0.067$.

For unpolarised light the sliced helix reflects 0.496 at 500 nm, 0.492 at 490 nm and 0.491 at 510 nm. At 480 and 520 nm, outside the stop band, it still reflects 0.30 and 0.33. The opposite handedness is reflected by less than 0.001 between 490 and 510 nm. Between 240 and 260 nm, where a second order would lie, the resonant handedness reaches only 0.005. The full list is in the numerical output.

## Real films

At fixed $p$ and $n$, a host with a larger $\Delta n$ widens the band and shortens the decay length. A dopant fraction of 0.10 is not very small, so the proportionality of $1/p$ to $c$ should be measured for the actual mixture. Even where it holds, a fraction 1% too high (relative) moves the centre to $500/1.01=495$ nm.

A cell whose two walls impose parallel director axes breaks the assumption of a free pitch, because it admits only whole numbers of half turns. The film here holds 30. If the gap differs from 5000 nm by $p/4$ and the 30 half turns remain, the pitch changes by $p/60$ and the centre by $500/60=8.3$ nm. At this gap error a neighbouring number of half turns costs the same twist energy, and beyond it the number of half turns with the lowest energy changes. A pitch drift of $10^{-3}$ per kelvin, a rough assumption, would move the centre by 0.5 nm/K. An assumed index slope of $-10^{-4}\ \mathrm{nm}^{-1}$, applied equally to $n_o$ and $n_e$, with the indices held at their stated values at 500 nm, narrows the band from 33.3 to 32.3 nm. In real nematics $n_e$ usually disperses more strongly than $n_o$; a slope of $-3\times10^{-4}\ \mathrm{nm}^{-1}$ for $n_e$ alone would give 31.3 nm.

A bare film in air has surfaces that each reflect $\rho=(0.5/2.5)^2=0.04$. One might expect the unpolarised reflectance to rise by several hundredths, but the calculation gives 0.495 to 0.500 between 490 and 510 nm. Counting intensities for a thick film explains this to first order in $\rho$. An ordinary surface reverses the handedness of the spatial helix.

- **Opposite handedness.** The front surface reflects $\rho$. What the back surface returns has become resonant, so the helix sends it back out through the rear. The total reflected is $\rho$.
- **Resonant handedness.** The front surface reflects $\rho$, and the helix reflects the remaining $1-\rho$ that enters. On its way out a part $\rho$ of this light is turned back at the front surface with reversed handedness and then passes through the film. The total reflected is $\rho+(1-\rho)^2\approx1-\rho$.

The average is $\tfrac12[\rho+(1-\rho)]=\tfrac12$. This count ignores interference between the surface reflection and the weak residual waves from the helix, so it holds only on average: between 490 and 510 nm the 5000 nm film in air reflects 0.037 to 0.059 of the opposite handedness and 0.935 to 0.961 of the resonant one. The surfaces therefore spoil the separation of the two polarisations at the level of 4 to 6%, while the total reflectance of unpolarised light stays close to one half.

## Computed results

```
helical twisting power      30.0 1/um
dopant fraction             0.10
mean index                  1.50
chosen birefringence        0.10
ordinary, extraordinary     1.45, 1.55
pitch                       333.33 nm
optical period              166.67 nm
film thickness              5000.0 nm
thickness in pitches        15
band centre                 500.00 nm
centre photon energy        2.4797 eV
edges, formula              483.333, 516.667 nm
edges, sliced helix         483.334, 516.666 nm
band width                  33.33 nm
amplitude decay length      1591.5 nm
decay length, sliced helix  1592.5 nm
decay exponent C*L          3.1416
R same hand,  3 pitches    numeric 0.3098, tanh^2 0.3101
R same hand,  5 pitches    numeric 0.6090, tanh^2 0.6095
R same hand, 10 pitches    numeric 0.9407, tanh^2 0.9411
R same hand, 15 pitches    numeric 0.9923, tanh^2 0.9926
R opposite hand, 490-510 nm max 0.000559
reflected part keeping hand 0.999723
R unpolarised at 470 nm     0.1456
R unpolarised at 480 nm     0.3040
R unpolarised at 490 nm     0.4925
R unpolarised at 500 nm     0.4963
R unpolarised at 510 nm     0.4909
R unpolarised at 520 nm     0.3260
R unpolarised at 530 nm     0.1461
line-shape error, 475-525 nm max 0.0558
R same hand, 240-260 nm max 0.00466
shift, fraction +1 percent  -4.95 nm
largest anchoring shift     8.33 nm
one air surface reflects    0.0400
bare film in air, 490-510 nm, unpolarised R 0.495 to 0.500
assumed index slope         -1.0e-04 1/nm
width with dispersion       32.26 nm
assumed pitch drift         1.0e-03 1/K
thermal centre drift        0.50 nm/K
```
